# Singular Values of Augmented and Smooth Overlaps in Ultrasoft Band Geometry: test program

```python
"""Overlap matrices of ultrasoft Bloch states in a one-dimensional crystal.

Result under test, for a gapped group of J bands and end points k0 -/+ b/2:
  augmented overlaps: singular values = 1 - b^2 g_i / 2 + O(b^4),
      g_i = eigenvalues of the band-matrix quantum metric G at k0;
  smooth overlaps: singular values -> eigenvalues of 1 - B^dagger q B.
Symbols: phi = all-electron partial waves, phi_s = their smooth partners,
beta = projectors dual to phi_s, B = <beta|smooth state>,
Q(b) = Fourier transform of phi phi - phi_s phi_s, and q = Q(0).
Hartree atomic units. G is found separately from a plane-wave sum over states.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.special import iv

a, depth, sharp, rc, J = 4.5, 6.0, 1.9, 1.2, 2
g_unit = 2 * np.pi / a
k0 = 0.3 * g_unit
orders = np.arange(-20, 21)
G_vec = g_unit * orders


def potential(x):
    return -depth * np.exp(sharp * (np.cos(g_unit * x) - 1))


V_matrix = -depth * np.exp(-sharp) * iv(
    np.abs(orders[:, None] - orders[None, :]), sharp)


def bands(k):
    return np.linalg.eigh(V_matrix + np.diag(0.5 * (k + G_vec) ** 2))


def metric(k):
    """Band-matrix metric from perturbation theory, all-electron states."""
    energy, vec = bands(k)
    velocity = vec[:, J:].conj().T @ ((k + G_vec)[:, None] * vec[:, :J])
    d_u = velocity / (energy[None, :J] - energy[J:, None])
    return d_u.conj().T @ d_u


# Quadrature over one cell: the augmentation sphere first, then the rest.
n_in = 80
t_in, w_in = np.polynomial.legendre.leggauss(n_in)
t_out, w_out = np.polynomial.legendre.leggauss(60)
x_in, w_in = rc * t_in, rc * w_in
half_out = a / 2 - rc
x = np.concatenate([x_in, a / 2 + half_out * t_out])
w = np.concatenate([w_in, half_out * w_out])

# Partial waves at three energies taken from the occupied bands.
E_zero, E_edge = bands(0.0)[0], bands(np.pi / a)[0]
references = [(E_zero[0] + E_edge[0]) / 2, E_zero[1], E_edge[1]]
positive = x_in[x_in > 0]
phi, phi_s = [], []
for parity in (0, 1):
    for energy in references:
        sol = solve_ivp(
            lambda s, y: [y[1], 2 * (potential(s) - energy) * y[0]],
            (0, rc), [1.0 - parity, float(parity)], method="DOP853",
            t_eval=np.append(positive, rc), rtol=1e-12, atol=1e-13)
        right = sol.y[0, :-1]
        phi.append(np.concatenate([(-1) ** parity * right[::-1], right]))
        value, slope = sol.y[:, -1]
        v = potential(rc)
        dv = -v * sharp * g_unit * np.sin(g_unit * rc)
        jet = [value, slope, 2 * (v - energy) * value,
               2 * dv * value + 2 * (v - energy) * slope]
        powers = [parity + 2 * n for n in range(4)]
        match = [[math.perm(p, d) * rc ** (p - d) for p in powers]
                 for d in range(4)]
        poly = np.linalg.solve(match, jet)
        phi_s.append(sum(c * x_in ** p for c, p in zip(poly, powers)))
phi, phi_s = np.array(phi), np.array(phi_s)

# Projectors vanish at the sphere boundary and are dual to phi_s.
window = (1 - (x_in / rc) ** 2) ** 2
test_functions = window * phi
beta = np.linalg.solve((test_functions * w_in) @ phi_s.T, test_functions)
fit_matrix = (test_functions * w_in) @ phi.T


def augmentation(b):
    phase = w_in * np.exp(-1j * b * x_in)
    return (phi * phase) @ phi.T - (phi_s * phase) @ phi_s.T


q = augmentation(0.0).real
dipole = (phi * w_in * x_in) @ phi.T - (phi_s * w_in * x_in) @ phi_s.T
second = ((phi * w_in * x_in ** 2) @ phi.T
          - (phi_s * w_in * x_in ** 2) @ phi_s.T)
shape0 = window / np.sum(w_in * window)
shape1 = x_in * window / np.sum(w_in * x_in ** 2 * window)
moment_error = q * np.sum(w_in * x_in ** 2 * shape0) - second


def pseudized_augmentation(b):
    """Same charge and dipole as Q, but a different second moment."""
    phase = w_in * np.exp(-1j * b * x_in)
    return q * np.sum(phase * shape0) + dipole * np.sum(phase * shape1)


def smooth_states(k):
    """Pseudize occupied states, then orthonormalize them with S."""
    vec = bands(k)[1][:, :J]
    psi = np.exp(1j * np.outer(x, k + G_vec)) @ vec / np.sqrt(a)
    coef = np.linalg.solve(fit_matrix, (test_functions * w_in) @ psi[:n_in])
    psi[:n_in] -= (phi - phi_s).T @ coef
    B = (beta * w_in) @ psi[:n_in]
    norm = psi.conj().T @ (w[:, None] * psi) + B.conj().T @ q @ B
    val, rot = np.linalg.eigh(norm)
    inv_root = (rot / np.sqrt(val)) @ rot.conj().T
    return psi @ inv_root, B @ inv_root, norm


def overlaps(k, b, charge=augmentation):
    left, B_left, _ = smooth_states(k)
    right, B_right, _ = smooth_states(k + b)
    smooth = left.conj().T @ ((w * np.exp(-1j * b * x))[:, None] * right)
    return smooth, smooth + B_left.conj().T @ charge(b) @ B_right


def singular(matrix):
    return np.linalg.svd(matrix, compute_uv=False)


def centred(b, charge=augmentation):
    smooth, full = overlaps(k0 - b / 2, b, charge)
    return singular(smooth), singular(full)


# Completeness of the partial waves: S norm against all-electron norm.
_, B0, raw_norm = smooth_states(k0)
norm_error = np.max(np.abs(raw_norm - np.eye(J)))
assert norm_error < 2e-3

# Augmented overlap against the all-electron overlap at a large b.
b_large = 0.5
c_left = bands(k0 - b_large / 2)[1][:, :J]
c_right = bands(k0 + b_large / 2)[1][:, :J]
ae_large = singular(c_left.conj().T @ c_right)
smooth_large, full_large = centred(b_large)
assert np.max(np.abs(full_large - ae_large)) < 2e-3

# Quadratic coefficient; tolerance allows for finite partial-wave set.
metric_k0 = metric(k0)
g_values = np.linalg.eigvalsh(metric_k0)
tolerance = 5e-3 * g_values[-1]
b_small = 0.02
smooth_small, full_small = centred(b_small)
g_from_overlap = 2 * (1 - full_small) / b_small ** 2
assert np.max(np.abs(g_from_overlap - g_values)) < tolerance

# Remainder even in b: halving b divides the coefficient's change by four.
table = {b: centred(b) for b in (0.2, 0.1, 0.05)}
coefficient = [2 * (1 - table[b][1][-1]) / b ** 2 for b in table]
remainder_ratio = ((coefficient[0] - coefficient[1])
                   / (coefficient[1] - coefficient[2]))
assert abs(remainder_ratio - 4) < 0.4

# Nonunitary smooth limit, predicted from the projections alone.
missing = B0.conj().T @ q @ B0
smooth_limit = np.linalg.eigvalsh(np.eye(J) - missing)[::-1]
assert np.max(np.abs(smooth_small - smooth_limit)) < 1e-3
assert np.max(np.abs(1 - smooth_limit)) > 0.03

# Pseudized augmentation: b^2 law kept, coefficient shifted.
correction = B0.conj().T @ moment_error @ B0
g_shifted = np.linalg.eigvalsh(metric_k0 + correction)
full_pseudized = centred(b_small, pseudized_augmentation)[1]
g_pseudized = 2 * (1 - full_pseudized) / b_small ** 2
assert np.max(np.abs(g_pseudized - g_shifted)) < tolerance
assert np.max(np.abs(g_shifted - g_values)) > tolerance


def spreads(n_k):
    b = g_unit / n_k
    total = np.zeros(2)
    for j in range(n_k):
        total += [J - np.sum(np.abs(m) ** 2) for m in overlaps(j * b, b)]
    return total / (n_k * b ** 2)


spread20, spread40 = spreads(20), spreads(40)
mean_metric = np.mean([np.trace(metric(j * g_unit / 40)).real
                       for j in range(40)])
assert abs(spread40[1] - mean_metric) < 5e-3 * mean_metric
divergence_ratio = spread40[0] / spread20[0]
assert abs(divergence_ratio - 4) < 0.05


def show(label, values, unit="", digits=6):
    text = " ".join(f"{v:.{digits}f}" for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit}".rstrip())


show("cell length", a, "bohr", 2)
show("well depth V0", depth, "hartree", 2)
show("well sharpness s in -V0 exp(s(cos(2 pi x/a)-1))", sharp, "", 2)
show("sphere radius", rc, "bohr", 2)
show("k0", k0, "1/bohr")
show("lowest three energies at k0", bands(k0)[0][:3], "hartree")
show("partial-wave energies, each parity", references, "hartree")
print(f"largest error of S norm before orthonormalizing: {norm_error:.2e}")
show("metric matrix diagonal at k0", np.diag(metric_k0).real, "bohr^2")
show("metric eigenvalues g", g_values, "bohr^2")
show("trace of metric", np.sum(g_values), "bohr^2")
angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
show("trace of metric", np.sum(g_values) * angstrom ** 2, "angstrom^2")
show("2(1-sigma)/b^2, augmented, b=0.02/bohr", g_from_overlap, "bohr^2")
show("all-electron singular values, b=0.5/bohr", ae_large)
show("augmented singular values, b=0.5/bohr", full_large)
show("smooth singular values, b=0.5/bohr", smooth_large)
for b_value, (sm, full) in table.items():
    show(f"augmented singular values, b={b_value}/bohr", full, "", 8)
    show(f"smooth singular values, b={b_value}/bohr", sm)
show("augmented singular values, b=0.02/bohr", full_small, "", 8)
show("smooth singular values, b=0.02/bohr", smooth_small)
show("predicted smooth limit", smooth_limit)
show("larger 2(1-sigma)/b^2 at b=0.2, 0.1, 0.05", coefficient, "bohr^2")
show("ratio of successive changes", remainder_ratio, "", 4)
show("pseudized Q: predicted coefficients", g_shifted, "bohr^2")
show("pseudized Q: 2(1-sigma)/b^2", g_pseudized, "bohr^2")
show("zone average of metric trace", mean_metric, "bohr^2")
show("augmented spread, 20 and 40 k points",
     [spread20[1], spread40[1]], "bohr^2")
show("smooth spread, 20 and 40 k points",
     [spread20[0], spread40[0]], "bohr^2", 3)
show("smooth spread ratio", divergence_ratio, "", 4)
print("finished without a failed check")
```

Running it gives:

```
cell length: 4.50 bohr
well depth V0: 6.00 hartree
well sharpness s in -V0 exp(s(cos(2 pi x/a)-1)): 1.90
sphere radius: 1.20 bohr
k0: 0.418879 1/bohr
lowest three energies at k0: -4.033956 -1.041681 0.261959 hartree
partial-wave energies, each parity: -4.034043 -0.985355 -1.066989 hartree
largest error of S norm before orthonormalizing: 3.80e-10
metric matrix diagonal at k0: 0.008047 0.529923 bohr^2
metric eigenvalues g: 0.006475 0.531495 bohr^2
trace of metric: 0.537970 bohr^2
trace of metric: 0.150647 angstrom^2
2(1-sigma)/b^2, augmented, b=0.02/bohr: 0.006473 0.531539 bohr^2
all-electron singular values, b=0.5/bohr: 0.999364 0.930829
augmented singular values, b=0.5/bohr: 0.999364 0.930829
smooth singular values, b=0.5/bohr: 0.804657 0.579811
augmented singular values, b=0.2/bohr: 0.99987512 0.98928521
smooth singular values, b=0.2/bohr: 0.863046 0.577919
augmented singular values, b=0.1/bohr: 0.99996791 0.99733709
smooth singular values, b=0.1/bohr: 0.871172 0.577702
augmented singular values, b=0.05/bohr: 0.99999192 0.99933529
smooth singular values, b=0.05/bohr: 0.873192 0.577650
augmented singular values, b=0.02/bohr: 0.99999871 0.99989369
smooth singular values, b=0.02/bohr: 0.873757 0.577636
predicted smooth limit: 0.873865 0.577633
larger 2(1-sigma)/b^2 at b=0.2, 0.1, 0.05: 0.535739 0.532582 0.531768 bohr^2
ratio of successive changes: 3.8823
pseudized Q: predicted coefficients: 0.057053 0.525694 bohr^2
pseudized Q: 2(1-sigma)/b^2: 0.057050 0.525738 bohr^2
zone average of metric trace: 0.768791 bohr^2
augmented spread, 20 and 40 k points: 0.766838 0.768302 bohr^2
smooth spread, 20 and 40 k points: 187.158 746.759 bohr^2
smooth spread ratio: 3.9900
finished without a failed check
```
